**Purity of a heralded photon from a Gaussian joint amplitude**

For the amplitude $f\propto\exp[-(x^2+y^2+2cxy)/2]$, with $x$ and $y$ the scaled signal and idler detunings, flat heralding gives the purity $\sqrt{1-c^2}$, which is 0.8 at $c=0.6$. The program asserts this for four values of $c$ by building the density matrix from the sampled amplitude. It also asserts the closed form of the density matrix, the Schmidt weights and leading mode, and the formulas for a joint phase $b$ and a herald filter $g$. For a silicon multimode waveguide it asserts that the factored pair amplitude agrees, at four pairs of detunings, with direct integration over pump frequency and position using the quadratic mode dispersion. The output gives a guide length of about 14 mm and purities of 0.81 and 0.79 in flat channels of 20 and 40 nm. Without the pump delay the purity in the 20 nm channels is 0.72. The nonlinear phase, two-photon absorption and propagation loss are sized separately and do not enter these purities.

## Check in Python

```python
"""Purity of a heralded photon from a Gaussian joint spectral amplitude.

Result under test: f(x,y) ~ exp[-(x^2+y^2+2*c*x*y)/2], real, |c|<1, with a
frequency-insensitive herald on y, gives Tr(rho^2) = sqrt(1-c^2); c=0.6 -> 0.8.
x, y : signal and idler detunings divided by a common frequency sigma.
Device model: silicon multimode waveguide, two pump pulses in two modes.
Device units: ps, rad/ps, mm; wavelengths in nm.
sigma_p : pump amplitude is exp(-nu^2/(2 sigma_p^2)).
q : inverse group velocity of mode 0 minus that of mode 1 at the pump.
beta2 : group-velocity dispersion, equal in both modes.
gdd : quadratic spectral phase, pump amplitude times exp(i*gdd*nu^2/2).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq


def purity(amplitude):
    """Tr(rho^2) from a sampled amplitude, rows = signal, columns = idler."""
    rho = amplitude @ amplitude.conj().T
    return float(np.sum(np.abs(rho)**2) / np.trace(rho).real**2)


# ---------- the Gaussian amplitude ----------
c = 1.2 / 2
grid = np.linspace(-10, 10, 401)
step = grid[1] - grid[0]
X, Y = np.meshgrid(grid, grid, indexing="ij")


def gaussian(coupling):
    return np.exp(-(X**2 + Y**2 + 2 * coupling * X * Y) / 2)


for trial in (-0.75, 0.0, 0.3, 0.6):
    assert abs(purity(gaussian(trial)) - np.sqrt(1 - trial**2)) < 1e-8
f = gaussian(c)
f = f / np.sqrt(np.sum(f**2) * step**2)
P = purity(f)
assert abs(P - 0.8) < 1e-8
assert abs(purity(np.sqrt(f)) - P) < 1e-6      # rescaled exponent

rho_numeric = f @ f.T * step
rho_formula = np.sqrt((1 - c**2) / np.pi) * np.exp(
    -(X**2 + Y**2) / 2 + c**2 * (X + Y)**2 / 4)
assert np.max(np.abs(rho_numeric - rho_formula)) < 1e-8

left, singular, right = np.linalg.svd(f * step)
weights = singular**2
mu = (1 - np.sqrt(1 - c**2)) / abs(c)
orders = np.arange(6)
assert np.allclose(weights[:6], (1 - mu**2) * mu**(2 * orders), atol=1e-8)
assert abs((1 - mu**2) / (1 + mu**2) - P) < 1e-8
mode0 = np.exp(-np.sqrt(1 - c**2) * grid**2 / 2)
mode0 /= np.linalg.norm(mode0)
assert abs(abs(mode0 @ left[:, 0]) - 1) < 1e-8

intensity = f**2 * step**2
correlation = np.sum(X * Y * intensity) / np.sum(X**2 * intensity)
assert abs(correlation + c) < 1e-8

# ---------- what changes when a condition is dropped ----------
b = 0.5
P_phase = purity(f * np.exp(-1j * b * X * Y))
assert abs(P_phase - np.sqrt((1 - c**2) / (1 + b**2))) < 1e-8
g = 1.0
P_filter = purity(f * np.exp(-g * Y**2 / 2))
passed = np.sum(intensity * np.exp(-g * Y**2))
assert abs(P_filter - np.sqrt(1 - c**2 / (1 + g))) < 1e-8
assert abs(passed - np.sqrt((1 - c**2) / (1 + g - c**2))) < 1e-8

# ---------- silicon waveguide example: rough typical inputs ----------
c_nm = constants.c * 1e9 * 1e-12               # nm/ps
c_mm = constants.c * 1e3 * 1e-12               # mm/ps
pump_nm, pump_fwhm_nm, signal_nm = 1550.0, 3.0, 1510.0
delta_ng = 0.04
idler_nm = 1 / (2 / pump_nm - 1 / signal_nm)
sigma_p = 2 * np.pi * c_nm * pump_fwhm_nm / pump_nm**2 / (2 * np.sqrt(np.log(2)))
sigma = sigma_p * np.sqrt(2 / (2 * (1 + c)) * 2 * (1 + c)**2 / (2 * 1.0))
# pump factor exp[-(nu_s+nu_i)^2/(4 sigma_p^2)] = exp[-(1+c)(x+y)^2/4]
sigma = sigma_p * np.sqrt(1 + c)
detuning = 2 * np.pi * c_nm * (1 / signal_nm - 1 / pump_nm)
q = -delta_ng / c_mm
beta2 = -q / detuning

# F ~ exp[-(1-c)(x-y)^2/4] near the centre fixes the variance of the
# collision profile exp(-t^2/4), t = sigma_p * walk-off time.
target_variance = 2 * (1 - c) / (1 + c)


def profile_variance(total):
    top = quad(lambda t: t**2 * np.exp(-t**2 / 4), -total / 2, total / 2)[0]
    return top / quad(lambda t: np.exp(-t**2 / 4), -total / 2, total / 2)[0]


walkoff = brentq(lambda t: profile_variance(t) - target_variance, 0.1, 12) / sigma_p
length = walkoff / abs(q)


def pair_amplitude(s, i, gdd=0.0, b2=0.0, start=-0.5, nodes=48):
    """Factored amplitude; z is measured from the point where pumps cross."""
    total, d = s + i, (s - i) / 2
    z_nodes, z_weights = np.polynomial.legendre.leggauss(nodes)
    z_nodes = length * (start + (z_nodes + 1) / 2)
    result = 0
    for z, w in zip(z_nodes, z_weights * length / 2):
        A = 1 / sigma_p**2 - 1j * gdd - 1j * b2 * z
        result = result + w * np.sqrt(np.pi / A) * np.exp(
            -(q * z)**2 / (4 * A) + 1j * z * (q * d - b2 * d**2))
    return result * np.exp(-total**2 / 4 * (1 / sigma_p**2 - 1j * gdd))


def direct_amplitude(s, i, gdd):
    """Integral over pump frequency and position with full mode dispersion."""
    def k0(w):
        return q * w + beta2 * w**2 / 2

    def k1(w):
        return beta2 * w**2 / 2
    nu = np.linspace(-9, 9, 1201) * sigma_p + (s + i) / 2
    other = s + i - nu
    pumps = np.exp(-(nu**2 + other**2) / 2 * (1 / sigma_p**2 - 1j * gdd))
    mismatch = k0(nu) + k1(other) - k0(detuning + s) - k1(-detuning + i)
    z, w = np.polynomial.legendre.leggauss(80)
    z, w = z * length / 2, w * length / 2
    inner = np.exp(1j * np.outer(z, mismatch)) @ pumps * (nu[1] - nu[0])
    return w @ inner


reference = abs(direct_amplitude(0.0, 0.0, 0.1))
for s, i in ((0.0, 0.0), (1.3, -0.4), (-2.0, 1.1), (0.7, 1.9)):
    error = direct_amplitude(s, i, 0.1) - pair_amplitude(s, i, 0.1, beta2)
    assert abs(error) < 1e-7 * reference

small = 0.1 * sigma
log_ratio = np.log((pair_amplitude(small, -small) / pair_amplitude(0.0, 0.0)).real)
assert abs(log_ratio / (-(1 - c) * 0.1**2) - 1) < 0.01


def channel(width_nm, nodes=160):
    half = np.pi * c_nm * width_nm / signal_nm**2
    nu, w = np.polynomial.legendre.leggauss(nodes)
    S, I = np.meshgrid(nu * half, nu * half, indexing="ij")
    return S, I, np.sqrt(np.outer(w, w)) * half


def device_purity(width_nm, nodes=160, **options):
    S, I, root_w = channel(width_nm, nodes)
    return purity(pair_amplitude(S, I, **options) * root_w)


narrow_nm, wide_nm = 20.0, 40.0
P_device = device_purity(narrow_nm)
P_wide = device_purity(wide_nm)
assert abs(P_device - device_purity(narrow_nm, nodes=110)) < 1e-6
P_nodelay = device_purity(narrow_nm, start=0.0)
P_dispersion = device_purity(narrow_nm, gdd=beta2 * length / 2, b2=beta2)
fibre_m, fibre_beta2 = 10.0, -0.022            # m, ps^2/m
fibre_gdd = fibre_m * fibre_beta2
P_chirp = device_purity(narrow_nm, gdd=fibre_gdd)

S, I, root_w = channel(narrow_nm)
device = pair_amplitude(S, I) * root_w
ideal = np.exp(-(S**2 + I**2 + 2 * c * S * I) / (2 * sigma**2)) * root_w
overlap = abs(np.vdot(ideal, device))**2 / (
    np.sum(abs(device)**2) * np.sum(ideal**2))
P_ideal_channel = purity(ideal)

half_x = np.sqrt(np.log(2) / (1 - c**2))
marginal = [quad(lambda y: np.exp(-(x**2 + y**2 + 2 * c * x * y)), -12, 12)[0]
            for x in (0.0, half_x)]
assert abs(marginal[1] / marginal[0] - 0.5) < 1e-8
signal_fwhm_nm = 2 * half_x * sigma * signal_nm**2 / (2 * np.pi * c_nm)

# Extra pairs: one-pair to no-pair ratio xi, shared over the Schmidt modes.
xi = 0.01
lam = weights[:12]
two_over_one = xi * sum(lam[m] * lam[n] for m in range(12) for n in range(m, 12))
extra_pairs = 2 * two_over_one                 # weak herald: two chances to click
assert abs(extra_pairs - xi * (1 + P)) < 1e-8

power_W, area_m2, n2, tpa = 0.25, 0.5e-12, 5e-18, 6e-12
loss_db_cm = 2.0
length_m = length * 1e-3
nonlinear_phase = 2 * np.pi * n2 * power_W * length_m / (pump_nm * 1e-9 * area_m2)
tpa_fraction = tpa * power_W * length_m / area_m2
survival = 10**(-loss_db_cm * (length / 10 / 2) / 10)

print(f"cross coefficient c = {c:.2f}")
print(f"purity from sampled amplitude = {P:.6f}")
print(f"Schmidt number K = {1 / P:.4f}")
print(f"Schmidt ratio parameter mu = {mu:.4f}")
print("first Schmidt weights =", " ".join(f"{v:.5f}" for v in weights[:4]))
print(f"joint-intensity correlation coefficient = {correlation:.4f}")
print(f"joint phase b = {b:.2f}: purity = {P_phase:.4f}")
print(f"herald filter g = {g:.2f}: purity = {P_filter:.4f}")
print(f"  fraction of heralds passed = {passed:.4f}")
print("-- silicon multimode waveguide, rough inputs --")
print(f"pump wavelength = {pump_nm:.0f} nm")
print(f"pump intensity FWHM = {pump_fwhm_nm:.1f} nm")
print(f"signal wavelength = {signal_nm:.0f} nm")
print(f"idler wavelength = {idler_nm:.1f} nm")
print(f"group-index difference of the modes = {delta_ng:.3f}")
print("-- derived --")
print(f"sigma_p = {sigma_p:.4f} rad/ps")
print(f"sigma = {sigma:.4f} rad/ps")
print(f"signal detuning from pump = {detuning:.2f} rad/ps")
print(f"pump walk-off over the guide = {walkoff:.3f} ps")
print(f"guide length = {length:.2f} mm")
print(f"beta2 needed for phase matching = {beta2 * 1e3:.2f} ps^2/m")
print(f"signal intensity FWHM (Gaussian) = {signal_fwhm_nm:.2f} nm")
print("-- neglected effects --")
print(f"flat channel widths = {narrow_nm:.0f} and {wide_nm:.0f} nm")
print(f"ideal Gaussian in narrow channel: purity = {P_ideal_channel:.4f}")
print(f"true guide shape, narrow channel: purity = {P_device:.4f}")
print(f"true guide shape, wide channel: purity = {P_wide:.4f}")
print(f"squared overlap, guide shape with Gaussian = {overlap:.4f}")
print(f"no pump delay, narrow channel: purity = {P_nodelay:.4f}")
print(f"guide dispersion, narrow channel: purity = {P_dispersion:.4f}")
print(f"fibre lead = {fibre_m:.0f} m, phase gdd = {fibre_gdd:.3f} ps^2")
print(f"fibre chirp, narrow channel: purity = {P_chirp:.4f}")
print(f"one-pair to no-pair ratio = {xi:.3f}")
print(f"two-pair to one-pair herald ratio = {extra_pairs:.4f}")
print(f"peak power per pump = {power_W:.2f} W")
print(f"mode area = {area_m2 * 1e12:.2f} um^2")
print(f"Kerr index n2 = {n2:.1e} m^2/W")
print(f"two-photon absorption = {tpa * 1e11:.2f} cm/GW")
print(f"nonlinear phase of one pump = {nonlinear_phase:.3f} rad")
print(f"two-photon absorbed fraction = {tpa_fraction:.4f}")
print(f"propagation loss = {loss_db_cm:.1f} dB/cm")
print(f"survival of photon born mid-guide = {survival:.3f}")
print("all good")
```

It prints:

```
cross coefficient c = 0.60
purity from sampled amplitude = 0.800000
Schmidt number K = 1.2500
Schmidt ratio parameter mu = 0.3333
first Schmidt weights = 0.88889 0.09877 0.01097 0.00122
joint-intensity correlation coefficient = -0.6000
joint phase b = 0.50: purity = 0.7155
herald filter g = 1.00: purity = 0.9055
  fraction of heralds passed = 0.6247
-- silicon multimode waveguide, rough inputs --
pump wavelength = 1550 nm
pump intensity FWHM = 3.0 nm
signal wavelength = 1510 nm
idler wavelength = 1592.2 nm
group-index difference of the modes = 0.040
-- derived --
sigma_p = 1.4126 rad/ps
sigma = 1.7868 rad/ps
signal detuning from pump = 32.19 rad/ps
pump walk-off over the guide = 1.835 ps
guide length = 13.76 mm
beta2 needed for phase matching = 4.14 ps^2/m
signal intensity FWHM (Gaussian) = 4.50 nm
-- neglected effects --
flat channel widths = 20 and 40 nm
ideal Gaussian in narrow channel: purity = 0.8000
true guide shape, narrow channel: purity = 0.8118
true guide shape, wide channel: purity = 0.7882
squared overlap, guide shape with Gaussian = 0.9397
no pump delay, narrow channel: purity = 0.7175
guide dispersion, narrow channel: purity = 0.7986
fibre lead = 10 m, phase gdd = -0.220 ps^2
fibre chirp, narrow channel: purity = 0.7731
one-pair to no-pair ratio = 0.010
two-pair to one-pair herald ratio = 0.0180
peak power per pump = 0.25 W
mode area = 0.50 um^2
Kerr index n2 = 5.0e-18 m^2/W
two-photon absorption = 0.60 cm/GW
nonlinear phase of one pump = 0.139 rad
two-photon absorbed fraction = 0.0413
propagation loss = 2.0 dB/cm
survival of photon born mid-guide = 0.729
all good
```
